# Zhou-Li Spectral Estimate and Chebyshev Filtering in a Plane-Wave Basis

## Problem

A Chebyshev filter needs an upper edge for the spectrum of the Hamiltonian. The Zhou-Li estimate takes it from a few Lanczos steps. This exercise asks when the estimate is safe, and what happens to the filter when it is too low.

Hartree atomic units are used. At the $\Gamma$ point of a cubic cell, the plane-wave Hamiltonian is

$$H_{GG'}=\tfrac12 G^2\delta_{GG'}+V(G-G')+D\,p_Gp_{G'}^*,\qquad \sum_G|p_G|^2=1,\quad D\ge0 .$$

It has $N$ eigenvalues $\lambda_1\le\dots\le\lambda_N\equiv\Lambda$, and $u$ is a normalized eigenvector for $\Lambda$. Starting from a unit vector $v=q_1$, the Lanczos recurrence is

$$\beta_jq_{j+1}=(H-\alpha_j)q_j-\beta_{j-1}q_{j-1},\qquad \beta_0=0,$$

with orthonormal $q_j$ and $\beta_j>0$. After $k$ steps the tridiagonal matrix $T_k$, with diagonal $\alpha_j$ and off-diagonal $\beta_1,\dots,\beta_{k-1}$, has eigenvalues $\theta_1,\dots,\theta_k$, the Ritz values. The largest is $\theta_{\max}$, and the estimate is

$$b=\theta_{\max}+\beta_k .$$

**(a)** What does the residual norm prove about the spectrum near $\theta_{\max}$? Does it prove $\Lambda\le b$?

**(b)** Find a condition on $|\langle u|v\rangle|$ that guarantees $\Lambda\le b$. For a random complex start, construct an upper bound with a prescribed probability of failure.

**(c)** A degree-$m$ Chebyshev filter maps $[a,b]$ to $[-1,1]$. It acts on a block of $s$ vectors, which is orthonormalized after each application. The edge $a$ is fixed, with $\lambda_s<a\le\lambda_{s+1}$ and $a<b$. If $b<\Lambda$, when does the block lose wanted states?

**(d)** Examine these results for a cell of side 8 bohr with a cutoff of 8 hartree. The potential consists of two periodically repeated wells $-A_ie^{-|r-R_i|^2/2\sigma^2}$, with $\sigma=1.2$ bohr, depths $A_i=3.0$ and 2.7 hartree, and centers $R_1=(2,2,2)$ and $R_2=(6,5.6,5.2)$ bohr. Consider $D=0$ ("local"), and $D=12$ hartree with a Gaussian projector of width 0.35 bohr on the deeper well ("projector").

## Solution

### (a) What the residual proves

Let $Q_k$ have columns $q_1,\dots,q_k$. The recurrence for all columns together reads

$$HQ_k=Q_kT_k+\beta_kq_{k+1}e_k^T .$$

Let $T_kz=\theta_{\max}z$ with $\|z\|=1$, and set $y=Q_kz$. Then

$$Hy-\theta_{\max}y=\beta_kz_kq_{k+1},$$

so the residual norm of this Ritz pair is $\beta_k|z_k|\le\beta_k$. Expanding $y$ in eigenvectors of $H$, with coefficients $y_i$, gives

$$\beta_k^2|z_k|^2=\sum_i(\lambda_i-\theta_{\max})^2|y_i|^2\ge\min_i(\lambda_i-\theta_{\max})^2,$$

because $\sum_i|y_i|^2=1$. Hence some eigenvalue lies within $\beta_k|z_k|$ of $\theta_{\max}$. Nothing in the argument says that this eigenvalue is $\Lambda$. If $v$ has no component on the top eigenspace, neither has any later Lanczos vector, and the iteration cannot detect $\Lambda$. The estimate is therefore not an unconditional bound.

### (b) A sufficient overlap

Let $p_j(x)=\det(x-T_j)$, with $p_0=1$. Expanding the determinant along its last row gives

$$p_j(x)=(x-\alpha_j)p_{j-1}(x)-\beta_{j-1}^2p_{j-2}(x),$$

where the last term is absent for $j=1$. We show by induction that

$$p_j(H)v=\beta_1\cdots\beta_j\,q_{j+1}.$$

For $j=0$ this is $v=q_1$, and for $j=1$ it is the first Lanczos step. If it holds for $j-1$ and $j-2$, then

$$\begin{aligned}
p_j(H)v&=\beta_1\cdots\beta_{j-1}(H-\alpha_j)q_j-\beta_{j-1}^2\,\beta_1\cdots\beta_{j-2}\,q_{j-1}\\
&=\beta_1\cdots\beta_{j-1}\left[(H-\alpha_j)q_j-\beta_{j-1}q_{j-1}\right]\\
&=\beta_1\cdots\beta_j\,q_{j+1}.
\end{aligned}$$

Therefore $\|p_k(H)v\|=B_k$, where $B_k=\beta_1\cdots\beta_k$. Since $\langle u|p_k(H)v\rangle=p_k(\Lambda)\langle u|v\rangle$, and a component cannot exceed the norm,

$$|\langle u|v\rangle|\,p_k(\Lambda)\le B_k. \tag{1}$$

Here $p_k(\Lambda)=\prod_j(\Lambda-\theta_j)\ge0$, because Ritz values do not exceed $\Lambda$. Define

$$\eta=\frac{B_k}{p_k(b)}=\frac{\beta_1\cdots\beta_k}{\prod_j(b-\theta_j)} .$$

Suppose $|\langle u|v\rangle|\ge\eta$ but $\Lambda>b$. Above $\theta_{\max}$ every factor of $p_k$ is positive and increasing, so $p_k(\Lambda)>p_k(b)$. The left side of (1) would then exceed $\eta\,p_k(b)=B_k$, a contradiction. Thus

$$|\langle u|v\rangle|\ge\eta\quad\Longrightarrow\quad\Lambda\le b .$$

The condition is sufficient, not necessary. It also contains an overlap that is unknown in practice, which is where randomness helps.

Let $v$ be a normalized vector of independent complex Gaussian numbers. Its distribution is the same in every orthonormal basis, so $u$ may be taken as the first basis vector. The squared moduli before normalization are independent exponential variables of equal mean, which may be set to 1. Call the first $E$ and the sum of the other $N-1$ $S$. Then $|\langle u|v\rangle|^2=E/(E+S)$, and for $0<t<1$

$$\begin{aligned}
P(|\langle u|v\rangle|^2>t)&=P\!\left(E>\frac{t}{1-t}S\right)=\left\langle e^{-tS/(1-t)}\right\rangle\\
&=\left(1+\frac{t}{1-t}\right)^{-(N-1)}=(1-t)^{N-1}.
\end{aligned}$$

The third equality uses $\langle e^{-cE}\rangle=1/(1+c)$ for each exponential variable. For a chosen failure probability $\epsilon$, fix $\delta$ beforehand by

$$\epsilon=1-(1-\delta^2)^{N-1},$$

and after the run solve $p_k(x_*)=B_k/\delta$ for $x_*>\theta_{\max}$. If $|\langle u|v\rangle|\ge\delta$, equation (1) gives $p_k(\Lambda)\le p_k(x_*)$, hence $\Lambda\le x_*$. This fails with probability at most $\epsilon$. One may not simply put $\eta$ in place of $\delta$ in the probability formula, because $\eta$ depends on the same random vector.

### (c) When the filter loses states

Put $c=(a+b)/2$, $e=(b-a)/2$ and $t_i=(\lambda_i-c)/e$. The filter multiplies the component on eigenvector $i$ by $T_m(t_i)$. Inside $[a,b]$ the gain $|T_m(t_i)|$ is at most 1. Outside it is

$$|T_m(t_i)|=\cosh(m\,\mathrm{arccosh}|t_i|),$$

which increases with $|t_i|$. For a wanted state and for an underestimated top,

$$|t_s|-1=\frac{c-e-\lambda_s}{e}=\frac{a-\lambda_s}{e},\qquad
t_N-1=\frac{\Lambda-c-e}{e}=\frac{\Lambda-b}{e}.$$

The top state is amplified more than wanted state $s$ when

$$\boxed{\Lambda-b>a-\lambda_s}. \tag{2}$$

To see what this does to the block, write its components in the eigenbasis as $W$ (wanted, $s\times s$ and invertible) and $P$ (unwanted). The tangent of the largest angle to the wanted space is $\|PW^{-1}\|$. Orthonormalization multiplies $P$ and $W$ from the right by the same matrix, which cancels. Filtering multiplies them from the left by diagonal matrices $D_u$ and $D_w$ of Chebyshev values, so

$$\|D_uPW^{-1}D_w^{-1}\|\le q\,\|PW^{-1}\|,\qquad
q=\frac{\text{largest unwanted gain}}{\text{smallest wanted gain}} .$$

Below the threshold $q<1$ and the block converges, even though $b<\Lambda$. Above it, an admixture of $u$ in state $s$ grows relative to that state at each application. The same contraction argument, applied to the $s$ states of largest gain, shows that a generic block converges to those states when their gains are separated from the rest. State $s$ is then not among them. All wanted states are lost once at least $s$ high states satisfy $\lambda_i-b>a-\lambda_1$.

With $g$ extra guard vectors in the block, $g+1$ high states must overtake state $s$ before it is displaced. Orthonormalization keeps the vectors finite, but does not prevent the block from leaving the wanted space.

### (d) The plane-wave model

**The spectrum.** There are $N=515$ plane waves, with largest kinetic energy 7.711 hartree. For the local Hamiltonian $\Lambda=7.548$ hartree. This respects a simple bound: $V(r)\le0$ makes the potential energy of any state non-positive, so $\Lambda\le\max\tfrac12G^2$. The repulsive projector raises $\Lambda$ to 13.613 hartree, above the cutoff, while the next eigenvalue is 7.548 hartree. The cutoff is then no safe upper edge.

**Random starts.** The table gives, for 200 starts, the number with $b<\Lambda$ and the number guaranteed by $|\langle u|v\rangle|\ge\eta$. The overlap is taken from dense diagonalization. The two highest local eigenvalues agree to five decimals, and the local counts use only the one top eigenvector returned by the diagonalization, so they refer to that choice of $u$.

| $k$ | local: fail / guaranteed | projector: fail / guaranteed |
|---|---|---|
| 1 | 200 / 0 | 200 / 0 |
| 2 | 0 / 0 | 200 / 0 |
| 3 | 0 / 1 | 93 / 74 |
| 4 | 0 / 103 | 6 / 192 |
| 6 | 0 / 199 | 0 / 200 |

For $k=1$, $b$ is the mean energy of $v$ plus its standard deviation, which need not reach the spectral edge. The outlier is harder to notice because it stands alone. The mean of $|\langle u|v\rangle|^2$ is $1/N$, so it contributes on average only $13.613/515\approx0.026$ hartree to the first Ritz value. The top local state has the same small mean weight, but many eigenvalues lie just below it, and together they pull $\theta_{\max}$ toward the edge. With the projector, three or four steps are therefore too few to rely on, whereas for the local Hamiltonian no start failed from the second step on.

The first local start has overlap 0.0131. At $k=4$, $\eta=0.0372$, so there is no guarantee, although $b=7.074+2.091=9.165$ hartree does lie above $\Lambda$. At $k=6$, $\eta=0.0033$ and the guarantee holds. For $\epsilon=10^{-6}$ one finds $\delta=4.41\times10^{-5}$. The probabilistic bound is 15.17 hartree at $k=6$ and 9.92 hartree at $k=10$, so for this start four more steps remove most of the extra margin above the Zhou-Li value, which is 9.73 hartree at $k=6$ and 9.43 hartree at $k=10$.

**A smooth start.** Now take $v$ to be the single plane wave $G=0$. Four steps give

$$b=1.9955+1.6988=3.6943\ \text{hartree},$$

about 3.85 hartree below $\Lambda$. The residual statement of part (a) remains true: the residual is 1.218 hartree, and an eigenvalue lies 0.064 hartree from $\theta_{\max}$. It is not the top one. The potential couples plane waves with a Gaussian factor $e^{-\sigma^2|G-G'|^2/2}$. From $G=0$ to the largest $|G|$ this is $e^{-1.44\times7.711}\approx1.5\times10^{-5}$, so a smooth vector reaches the high plane waves slowly. For this local Hamiltonian, a random vector over the whole basis is the better start. The ranking is not general: the projector couples $G=0$ directly to the outlier, and the same smooth start then finds it quickly.

**The filter.** For the local Hamiltonian take $s=2$, $m=10$ and $a=\lambda_3=-0.260$ hartree. The wanted energies are $-1.180$ and $-0.993$ hartree, so the threshold (2) is $a-\lambda_2=0.733$ hartree. With $\Lambda-b$ at 0.98 of the threshold, one application gives a top-to-wanted gain ratio of 0.940. At 1.02 it gives 1.063. The crossover is where (2) puts it.

With the random-start value $b=9.165$ hartree,

$$e=\frac{9.165+0.260}{2}=4.712,\qquad |t_2|=1+\frac{0.733}{4.712}=1.156,$$

and $q=1/|T_{10}(t_2)|=0.0081$. The numerator is 1 because $\lambda_3=a$ sits at the interval edge.

Four upper edges were tried for 20 iterations. The block started close to the wanted space, with a fraction $10^{-4}$ of its weight outside.

| upper edge | $\Lambda-b$ (hartree) | $q$ | final unwanted weight |
|---|---|---|---|
| random start | $-1.618$ | 0.0081 | $2\times10^{-29}$ |
| mild underestimate | 0.367 | 0.169 | $2\times10^{-29}$ |
| strong underestimate | 1.841 | 41.7 | 1.000 |
| smooth start | 3.853 | 8780 | 1.000 |

The mild underestimate still converges, but more slowly: reducing the tangent by $10^6$ takes at most 8 applications, against 3 for the valid edge. The last two cases abandon a nearly correct answer, and their Ritz energies end near 7.54 hartree, at the top of the spectrum.

In the strong case the gain at the top is $2.02\times10^4$, against $1.07\times10^3$ for the lowest state, a ratio of 18.9. At degree 20 the ratio is 357, the square of 18.9. Raising the degree therefore makes the failure faster per application, though not per multiplication by $H$.

**The cost of caution.** When $(a-\lambda_s)/e$ is small, $\mathrm{arccosh}(1+x)\approx\sqrt{2x}$ gives a wanted gain of about $\cosh\!\big(m\sqrt{2(a-\lambda_s)/e}\big)$. The degree needed for a given gain then grows as $\sqrt e$. Using $b=9.165$ instead of $\Lambda=7.548$ hartree raises $e$ from 3.904 to 4.712, and the degree by about 10 percent. An overestimate of this size costs a little work, while an underestimate beyond (2) costs at least one wanted state when there are no guard vectors. Further values are in the numerical output.

## Calculated quantities

```
plane waves: 515; largest kinetic energy: 7.7106 hartree
lowest four local eigenvalues: [-1.17996 -0.99271 -0.25964 -0.25964] hartree
largest eigenvalue, local: 7.54757 hartree
largest two, with projector: 13.61266, 7.54757 hartree
local: 200 random starts; median excess in hartree
  k=1: failures 200, certified 0, excess -1.2190
  k=2: failures 0, certified 0, excess 0.5744
  k=3: failures 0, certified 1, excess 1.4413
  k=4: failures 0, certified 103, excess 1.8090
  k=6: failures 0, certified 199, excess 2.0078
  k=8: failures 0, certified 200, excess 2.0711
  k=10: failures 0, certified 200, excess 1.9241
projector: 200 random starts; median excess in hartree
  k=1: failures 200, certified 0, excess -7.2294
  k=2: failures 200, certified 0, excess -4.8112
  k=3: failures 93, certified 74, excess 0.1221
  k=4: failures 6, certified 192, excess 2.5429
  k=6: failures 0, certified 200, excess 2.1169
  k=8: failures 0, certified 200, excess 2.1632
  k=10: failures 0, certified 200, excess 2.1894
first start, k=6: polynomial norm 91.49323, beta product 91.49323 hartree^6
first start, local: overlap with top state 0.01309
  k=4: theta_max 7.07432, beta 2.09080, b 9.16511 hartree; eta 3.721e-02
  k=6: theta_max 7.35754, beta 2.37555, b 9.73309 hartree; eta 3.285e-03
  k=10: theta_max 7.50140, beta 1.92870, b 9.43010 hartree; eta 1.254e-04
overlap distribution: predicted 0.1000, sampled 0.0978
overlap floor at failure probability 1e-06: 4.411e-05
  k=6: probabilistic upper bound 15.17324 hartree
  k=10: probabilistic upper bound 9.92187 hartree
smooth start, k=4: theta_max 1.99551, beta 1.69878, b 3.69430 hartree
  Ritz residual 1.21832, nearest eigenvalue at 0.06370 hartree
filter: lower edge -0.25964, a-lambda_1 0.92032, a-lambda_2 0.73308 hartree
  overshoot/threshold 0.98: top/wanted gain 0.94029
  overshoot/threshold 1.02: top/wanted gain 1.06291
degree 10, 20 iterations, initial unwanted weight 9.941e-05
random-start estimate: b 9.16511, Lam-b -1.61754 hartree, q 8.108e-03
  final unwanted weight 1.955e-29; Ritz energies -1.17996, -0.99271 hartree
mild underestimate: b 7.18103, Lam-b 0.36654 hartree, q 1.694e-01
  final unwanted weight 2.028e-29; Ritz energies -1.17996, -0.99271 hartree
strong underestimate: b 5.70693, Lam-b 1.84064 hartree, q 4.169e+01
  final unwanted weight 1.000e+00; Ritz energies 7.54431, 7.54616 hartree
smooth-start estimate: b 3.69430, Lam-b 3.85327 hartree, q 8.779e+03
  final unwanted weight 1.000e+00; Ritz energies 7.54411, 7.54594 hartree
strong case, degree 10: gain lowest 1.0670e+03, top 2.0158e+04
strong case, degree 20: gain lowest 2.2770e+06, top 8.1270e+08
```
